# Strongly contracted NEVPT2: denominators as mean active-space ionization and attachment energies

In strongly contracted $n$-electron valence state perturbation theory (SC-NEVPT2) the second-order energy on a complete-active-space (CAS) reference with $N$ active electrons is

$$E^{(2)}=-\sum_l\frac{N_l}{D_l},\qquad D_l=\Delta\varepsilon_l+\sum_n w_n^{(l)}\,[E_n(N+k)-E_0(N)].$$

The label $l$ names the core orbitals that lose electrons and the virtual orbitals that gain them, $N_l$ is the squared norm of the part of $H\Psi_0$ with that pattern, and $\Delta\varepsilon_l$ is the sum of the virtual orbital energies minus the sum of the core ones. The $E_n(N+k)$ are eigenvalues of the active-space Hamiltonian with $k$ electrons added, and the weights $w_n\ge0$ sum to one. The active part of a denominator is thus a weighted mean of ionization energies ($k=-1,-2$), negative attachment energies ($k=+1,+2$) or excitation energies ($k=0$), and need not be any single one of them. It is bounded below by the lowest such energy, and the energy is additive over noninteracting fragments when the orbitals are localized on them and the reference is a product of fragment states. Energies are in hartree ($E_h$) and orbitals are real: $i,j$ core, $a,b,c,d$ active, $r,s$ virtual.

## 1. Two sites and one empty level

Take two active sites $L,R$ with level $h$, hopping $-t$, on-site repulsion $U$ and two electrons. A virtual level $r$ of energy $\varepsilon_r$ is coupled to each site by a one-electron element $g$ and feels no repulsion. The orbitals $\pm=(L\pm R)/\sqrt2$ have energies $h\mp t$, and $(++|++)=(--|--)=(+-|+-)=2U/4=U/2$. The closed shells $|+\bar+\rangle$, $|-\bar-\rangle$ have diagonal energies $2h+U/2\mp2t$ and coupling $U/2$. The lower root is

$$E_0=2h+\tfrac U2-R,\qquad R=\sqrt{U^2/4+4t^2},$$

with $\Phi=c_+|+\bar+\rangle-c_-|-\bar-\rangle$. Differentiating the energy, $\partial E_0/\partial t=-2(c_+^2-c_-^2)=-4t/R$, so the occupations are $n_\pm=2c_\pm^2=1\pm2t/R$.

The coupling is $V=\sqrt2\,g\sum_\sigma(r_\sigma^\dagger a_{+\sigma}+\text{h.c.})$. On $\Phi$ it gives $\sum_\sigma r^\dagger_\sigma\varphi_\sigma$ with $\varphi_\sigma=\sqrt2\,g\,a_{+\sigma}\Phi$. The operator $a_{+\sigma}$ kills $|-\bar-\rangle$ and leaves one electron in $+$, an eigenstate of energy $h-t$. Taking $H_0=H-V$,

$$N_r=2g^2n_+,\qquad D=\varepsilon_r+\mathrm{IP},\qquad \mathrm{IP}=(h-t)-E_0 .$$

This $H_0$ keeps the full two-electron interaction among active orbitals; it is Dyall's Hamiltonian for the model. Because $V$ changes the occupation of $r$ by one, odd orders vanish and the error of $-N_r/D$ is $O(g^4)$.

A one-body $H_0$ gives a different denominator. The spin-averaged Fock matrix has $F_{LL}=F_{RR}=h+U/2$ (one electron per site, Coulomb $U$ minus half the exchange $U$) and $F_{LR}=-t$, so $F_{\pm\pm}=h+U/2\mp t$. The mean of $\hat F$ is $h+U/2-t$ in $\varphi$ and $2h+U-t(n_+-n_-)=2h+U-4t^2/R$ in $\Phi$, which gives

$$D^F=\varepsilon_r-h-\tfrac U2-t+\frac{4t^2}{R}.$$

Limits. For $U\to0$, $R=2t$ and both denominators become $\varepsilon_r-(h-t)$, the orbital-energy gap. For $t\to0$ at fixed $U$, $E_0\to2h$, so $D\to\varepsilon_r-h$, the true cost of moving one electron, while $D^F\to\varepsilon_r-h-U/2$ is too small by $U/2$.

With $h=-0.5$, $U=0.6$, $t=0.05$: $R=\sqrt{0.09+0.01}=0.3162$, $E_0=-1+0.3-0.3162=-1.0162$, $n_+=1.3162$ and $\mathrm{IP}=-0.55+1.0162=0.4662$. $D^F$ vanishes at $\varepsilon_r=-0.1816$ and $D$ at $-0.4662$. At $\varepsilon_r=-0.18$, $g=0.02$, $N_r=2(0.02)^2(1.3162)=1.0530\times10^{-3}$, $D=0.2862$ and $D^F=0.0016$. Then $-N_r/D=-0.0036788$, while diagonalizing $H$ in the nine determinants with $M_S=0$ lowers the energy by $0.0036738$, a difference of about $0.14\%$ of the exact value, and leaves weight $0.987$ on $\Phi$. Halving $g$ divides the difference by $16.4$, close to the $2^4$ of a $g^4$ term. The Fock denominator gives $-0.65$, an intruder with no counterpart in the spectrum of $H$. At $\varepsilon_r=-0.55$, $D=-0.0838$ and $E^{(2)}=+0.0126$; the exact ground state lies $0.128$ below $E_0$ and has weight $0.034$ on $\Phi$. Dyall's denominator passes through zero as well, but in this model it does so where a state with $r$ occupied crosses the reference in the uncoupled Hamiltonian.

## 2. Dyall's Hamiltonian

Let $\Psi_0=|\text{core}\rangle\otimes\Phi$ be an eigenstate of $H$ within the CAS. In spin orbitals $H=\sum h_{pq}p^\dagger q+\frac14\sum\langle pq\|rs\rangle p^\dagger q^\dagger sr$, with $\langle pq\|rs\rangle=(pr|qs)-(ps|qr)$ and all indices general in this formula and the next. Normal ordering $\{\cdots\}$ against the filled core moves core creators and all non-core annihilators to the right, and each exchange of $i^\dagger$ with $i$ leaves a contraction equal to one. The two-body term has four single contractions, equal by antisymmetry, which give $\sum_i\langle pi\|qi\rangle\{p^\dagger q\}$, and two double contractions, which give $\frac12\sum_{ij}\langle ij\|ij\rangle$:

$$H=E_{\rm core}+\sum f^c_{pq}\{p^\dagger q\}+\tfrac14\sum\langle pq\|rs\rangle\{p^\dagger q^\dagger sr\}.$$

Summing over the core spin gives, in spatial orbitals, $f^c_{pq}=h_{pq}+\sum_i[2(pq|ii)-(pi|iq)]$ and $E_{\rm core}=\sum_i(h_{ii}+f^c_{ii})$. The terms with all indices active form

$$H_v=\sum_{ab}f^c_{ab}E_{ab}+\tfrac12\sum_{abcd}(ab|cd)(E_{ab}E_{cd}-\delta_{bc}E_{ad}),$$

where $E_{ab}=\sum_\sigma a^\dagger_\sigma b_\sigma$ and the bracket equals $\sum_{\sigma\tau}a_\sigma^\dagger c_\tau^\dagger d_\tau b_\sigma$. Any other term either kills a CAS state, through a core creator or virtual annihilator on the right, or carries it out of the CAS. Inside the CAS, therefore, $H=E_{\rm core}+H_v$, and $H_v\Phi=E_0(N)\Phi$.

The inactive orbitals get one-electron energies from the Fock matrix of the reference density $\gamma_{ab}=\langle E_{ab}\rangle$,

$$F_{pq}=f^c_{pq}+\sum_{ab}\gamma_{ab}\left[(pq|ab)-\tfrac12(pa|bq)\right],$$

diagonalized within the core and within the virtual block, with eigenvalues $\varepsilon$. Dyall's Hamiltonian is

$$H^D=\sum_i\varepsilon_iE_{ii}+\sum_r\varepsilon_rE_{rr}+H_v+C,\qquad C=E_{\rm core}-2\sum_i\varepsilon_i .$$

On a CAS state $E_{ii}=2$ and $E_{rr}=0$, so $H^D=E_{\rm core}+H_v=H$ there and $H^D\Psi_0=E_{\rm CAS}\Psi_0$ with $E_{\rm CAS}=E_{\rm core}+E_0(N)$. Inactive orbitals enter through number operators alone, so $H^D$ conserves the occupation of each inactive spin orbital and hence the active electron number.

Limit. With no active orbitals $F$ is the closed-shell Fock matrix and $H^D$ is the Møller–Plesset $H_0$ up to a constant. With no inactive orbitals $H^D=H$.

## 3. The eight classes of perturbers

A term of the normal-ordered $H$ survives on $\Psi_0$ if its creators are active or virtual and its annihilators are active or core. It makes zero, one or two holes and zero, one or two particles, nine combinations, of which the one without either stays in the CAS. Each of the other eight is written as an inactive operator string times an active vector $\varphi$, with $k$ equal to holes minus particles. All indices are spin orbitals, $i<j$, $r<s$. The factor $\frac14$ is multiplied by 2 for each pair (creators or annihilators) whose two orderings are collected into one term; a pair of two active indices summed freely keeps both orderings.

- $ijrs$, $k=0$: $\varphi=\langle rs\|ij\rangle\Phi$
- $ijr$, $k=+1$: $\varphi=\sum_a\langle ra\|ij\rangle a^\dagger\Phi$
- $irs$, $k=-1$: $\varphi=\sum_a\langle rs\|ia\rangle a\,\Phi$
- $ij$, $k=+2$: $\varphi=\frac12\sum_{ab}\langle ab\|ij\rangle a^\dagger b^\dagger\Phi$
- $rs$, $k=-2$: $\varphi=\frac12\sum_{ab}\langle rs\|ab\rangle\,b\,a\,\Phi$
- $ir$, $k=0$: $\varphi=\big(f^c_{ri}+\sum_{ab}\langle ra\|ib\rangle a^\dagger b\big)\Phi$
- $r$, $k=-1$: $\varphi=\big(\sum_af^c_{ra}a+\frac12\sum_{abc}\langle ra\|bc\rangle a^\dagger c\,b\big)\Phi$
- $i$, $k=+1$: $\varphi=\big(\sum_af^c_{ai}a^\dagger+\frac12\sum_{abc}\langle ab\|ic\rangle a^\dagger b^\dagger c\big)\Phi$

The overall sign of $\varphi$ drops out of norms and expectation values, but the relative sign of the one- and two-body pieces does not. For $ir$, $r^\dagger a^\dagger b\,i=r^\dagger i\,a^\dagger b$, since $i$ passes two operators. For $r$, both pieces, $r^\dagger a$ and $r^\dagger a^\dagger cb$, already have $r^\dagger$ on the left. For $i$, the operator $i$ in $a^\dagger i$ and $a^\dagger b^\dagger c\,i$ passes one and three operators, the same sign.

A label $l$ is a pattern of spatial holes and particles, and $\Psi_l=\sum_\sigma|\text{string}_{l\sigma}\rangle\otimes\varphi_{l\sigma}$ collects all spin assignments $\sigma$. Different strings are orthogonal, so $N_l=\langle\Psi_l|\Psi_l\rangle=\sum_\sigma\langle\varphi_{l\sigma}|\varphi_{l\sigma}\rangle$ and $H\Psi_0=E_{\rm CAS}\Psi_0+\sum_l\Psi_l$.

Strong contraction keeps one function $|l\rangle=\Psi_l/\sqrt{N_l}$ per label and sets

$$H_0=P_{\rm CAS}HP_{\rm CAS}+\sum_l|l\rangle E_l\langle l|+\dots,\qquad E_l=\langle l|H^D|l\rangle .$$

The dots act on the orthogonal complement, which has no overlap with $H\Psi_0$; neither have the other CAS eigenstates. With $V=H-H_0$, $\langle l|V|\Psi_0\rangle=\langle l|H|\Psi_0\rangle=\langle l|\Psi_l\rangle=\sqrt{N_l}$, and Rayleigh–Schrödinger theory gives $E^{(2)}=-\sum_lN_l/D_l$ with $D_l=E_l-E_{\rm CAS}$.

Limit. In the model of section 1 the class $r$ has $f^c_{r+}=\sqrt2g$ and no two-body piece, and the other classes vanish.

## 4. Spectral form and lower bound

On one component of $\Psi_l$ the number operators return $2\sum_i\varepsilon_i+\Delta\varepsilon_l$. $H_v$ contains an even number of active operators, so it commutes with the string and acts on $\varphi_{l\sigma}$. Adding $C$ and subtracting $E_{\rm CAS}$,

$$D_l=\Delta\varepsilon_l+\frac1{N_l}\sum_\sigma\langle\varphi_{l\sigma}|H_v-E_0(N)|\varphi_{l\sigma}\rangle .$$

Inserting the eigenstates $|n\rangle$ of $H_v$ with $N+k$ electrons gives the stated result, with $w_n=\sum_\sigma|\langle n|\varphi_{l\sigma}\rangle|^2/N_l$; completeness gives $\sum_nw_n=1$. The class $ijrs$ has $\varphi\propto\Phi$, zero active part and the Møller–Plesset denominator.

A mean cannot lie below its smallest term:

$$D_l\ge\Delta\varepsilon_l+E_{\min}(N+k)-E_0(N).$$

With $\mathrm{IP}_{\min}=E_{\min}(N-1)-E_0$ and $\mathrm{EA}_{\max}=E_0-E_{\min}(N+1)$ this reads $D_r\ge\varepsilon_r+\mathrm{IP}_{\min}$ and $D_i\ge-\varepsilon_i-\mathrm{EA}_{\max}$. The right side is the lowest excitation energy of $H^D$ in the pattern $l$, taken over all spins and spatial symmetries; that state need not be one that $H\Psi_0$ reaches, so the bound need not be tight. All denominators are therefore positive if $\Psi_0$ lies below every eigenstate of $H^D$ with changed inactive occupation. The condition fails when a virtual level drops below $-\mathrm{IP}_{\min}$, as in section 1, or a core level rises above $-\mathrm{EA}_{\max}$. For an excited reference $E_0(N)$ is higher, so at fixed orbitals and fixed $\varepsilon$ every bound drops, and the $k=0$ active term can be negative. A zero of $D_l$ means that the mean of $H^D$ in $|l\rangle$ equals $E_{\rm CAS}$, so some eigenstate of $H^D$ in the pattern $l$ lies at or below the reference; it is a degeneracy of $H^D$ when $\varphi$ lies in one eigenspace, as in section 1, but need not be otherwise. The inactive part remains a mean-field energy, so the spectrum of $H^D$ reflects that of $H$ only to the extent that $\varepsilon$ measures the cost of the hole or particle.

Using $H^D$ itself as $H_0$ gives the uncontracted energy $-N_l\sum_nw_n/x_n$, $x_n=\Delta\varepsilon_l+E_n-E_0$. If all $x_n>0$, the Cauchy–Schwarz inequality gives $1=(\sum w_n)^2\le(\sum w_nx_n)(\sum w_n/x_n)$, so $N_l/D_l\le N_l\sum w_n/x_n$. The contracted term is no larger in magnitude, with equality when $\varphi$ lies in one eigenspace. A small $x_n$ enters $D_l$ linearly with its weight, where the uncontracted sum contains $1/x_n$; as long as all $x_n$ are positive, this averaging is a second source of resistance to intruders. When the $x_n$ have mixed signs it can work the other way: the mean $D_l$ can vanish where no $x_n$ does, and the contracted term then has a pole where the uncontracted sum is finite.

## 5. What a Fock denominator charges

For an active spin orbital $P$, the relation $[P,T^\dagger Q^\dagger]=\delta_{PT}Q^\dagger-\delta_{PQ}T^\dagger$ gives $[P,H_v]=\sum f^c_{PQ}Q+\frac12\sum\langle PQ\|RS\rangle Q^\dagger SR$. Anticommuting $P^\dagger$ through gives $\{Q^\dagger SR,P^\dagger\}=\delta_{RP}Q^\dagger S-\delta_{SP}Q^\dagger R$, and the two terms are equal after contraction with the antisymmetric integral. Hence $\{[P,H_v],P^\dagger\}=f^c_{PP}+\sum\langle PQ\|PS\rangle Q^\dagger S$. Setting $P=a\sigma$ and summing the expectation value over $\sigma$ counts the Coulomb term twice and the exchange term once, which is $2F_{aa}$. Expanding the left side with $H_v\Phi=E_0\Phi$ gives $\langle a_\sigma(H_v-E_0)a_\sigma^\dagger\rangle-\langle a_\sigma^\dagger(H_v-E_0)a_\sigma\rangle$. Define mean removal and attachment energies by $n_a\mathrm{IP}_a=\sum_\sigma\langle a_\sigma^\dagger(H_v-E_0)a_\sigma\rangle$ and $(2-n_a)\mathrm{EA}_a=-\sum_\sigma\langle a_\sigma(H_v-E_0)a_\sigma^\dagger\rangle$, $n_a=\gamma_{aa}$. Then

$$F_{aa}=-\tfrac12\left[n_a\mathrm{IP}_a+(2-n_a)\mathrm{EA}_a\right].$$

Limits. For $n_a=2$, $-F_{aa}=\mathrm{IP}_a$, and for $n_a=0$, $-F_{aa}=\mathrm{EA}_a$. For $n_a=1$, $-F_{aa}$ falls short of $\mathrm{IP}_a$ by $(\mathrm{IP}_a-\mathrm{EA}_a)/2$; on an isolated site $\mathrm{IP}=-h$ and $\mathrm{EA}=-h-U$, which returns the $U/2$ of section 1. The denominators $D^F_l$ used here are mean values of $\hat F$ in the same functions $|l\rangle$ relative to $\Psi_0$. They share the one-body operator with CASPT2 but are not CASPT2.

## 6. Size consistency and its condition

Let fragments $A$ and $B$ have orbitals localized on one or the other, with all integrals joining them zero, and take $\Phi=\Phi_A\Phi_B$. Then $f^c$ and $F$ are block diagonal and $H^D=H^D_A+H^D_B$. Since $H=H_A+H_B$, each term of $H\Psi_0$ changes one fragment, so labels with indices on both have $N_l=0$. For a label on $A$, $\varphi_l=\varphi_l^A\Phi_B$, the norm is that of the fragment, and

$$\langle H_v^A+H_v^B\rangle_{\varphi_l}-(E_0^A+E_0^B)=\langle H_v^A\rangle_{\varphi_l^A}-E_0^A,$$

because $\Phi_B$ is an eigenstate of $H_v^B$. The terms $N_l/D_l$ are those of the separate fragments and $E^{(2)}_{AB}=E^{(2)}_A+E^{(2)}_B$.

The Rayleigh–Schrödinger denominator is needed. The Brillouin–Wigner form $x=-\sum N_l/(D_l-x)\approx E^{(2)}-xS$, with $S=\sum N_l/D_l^2$, has at leading order the cross terms $-E_A^{(2)}S_B-E^{(2)}_BS_A>0$.

Localization is needed too. If $\varepsilon_{r_A}=\varepsilon_{r_B}$, the orbitals $r_\pm=(r_A\pm r_B)/\sqrt2$ are equally canonical, and $H^D$ and the uncontracted energy, which depends on $H^D$ and $H\Psi_0$ alone, are unchanged. The labels change. In class $r$, $\varphi_\pm=(\varphi_A\pm\varphi_B)/\sqrt2$; the two pieces have different electron numbers on $A$, so they are orthogonal and uncoupled by $H_v$. Then $N_\pm=(N_A+N_B)/2$, $D_\pm=(N_AD_A+N_BD_B)/(N_A+N_B)$, and the pair contributes $-(N_A+N_B)^2/(N_AD_A+N_BD_B)$. For positive $N_A,N_B,D_A,D_B$ the inequality of section 4 puts this above $-N_A/D_A-N_B/D_B$ unless $D_A=D_B$, as holds for identical fragments. This argument covers class $r$ only. If the core orbitals of identical fragments are delocalized as well, the class-$ir$ pieces $\varphi^A\Phi_B$ and $\Phi_A\varphi^B$ have the same electron numbers. They overlap whenever $\langle\Phi_A|\varphi^A\rangle\ne0$, so their sum and difference have different norms and denominators, and additivity can fail even for identical fragments.

As a numerical case, each fragment has one core, two active and one virtual orbital and four electrons, $h=\mathrm{diag}(-3.0,-1.9,-1.5,-1.6)$ plus a random symmetric matrix of scale $0.03$, and $(pq|rs)=\sum_LB^L_{pq}B^L_{rs}$ with $B^0=\sqrt{0.5}\,\mathbb 1$ and three random symmetric $B^L$ of scale $0.1$. The virtual level of $B$ is shifted so that both have $\varepsilon_r=0.386$. Diagonalizing $H_v$ and evaluating the eight classes gives, for one random draw, $E^{(2)}_A=-0.00416864$, $E^{(2)}_B=-0.00934231$ and $E^{(2)}_{AB}=-0.01351095$, their sum, from $8+8=16$ labels. With $r_\pm$ the result exceeds the sum by $2.0\times10^{-6}$, and the Brillouin–Wigner energy exceeds its sum by $4.6\times10^{-5}$.

## 7. The silicon atom

The reference is the $^3P$ state, $M_S=1$, component $3p_x3p_y$, from CASSCF with four electrons in $3s3p$ and the 6-31G basis, $E_{\rm CAS}=-288.841557$. $H_v$ is diagonalized in all 256 active occupation states. In $D_{2h}$ two determinants have the right symmetry, $\Phi=c_1|s\bar s\,xy\rangle+c_2|z\bar z\,xy\rangle$, so $n_x=n_y=1$, and the calculation gives $n_s=1.96126$, $n_z=0.03874$. The orbitals are fitted to this one component: $\varepsilon_{4s}=0.30528$, $\varepsilon_{4p_z}=0.32892$, $\varepsilon_{4p_x}=\varepsilon_{4p_y}=0.39821$, and the highest core level is $\varepsilon_{2p_x}=-4.24852$.

The thresholds $E_{\min}(N+k)-E_0$ are $0.87214$, $0.28662$, $0$, $0.07871$, $0.46049$ for $k=-2,\dots,+2$, so $\mathrm{IP}_{\min}=7.80$ eV and $\mathrm{EA}_{\max}=-2.14$ eV. The anion is unbound here, although the real one is bound by roughly 1.4 eV: these are energies of $H_v$ in four orbitals fixed at the neutral atom, and they are not predictions of measured values. For $3p_x$, $\mathrm{IP}_a=0.29525$ and $\mathrm{EA}_a=-0.08214$, so $F_{aa}=-\frac12(0.29525-0.08214)=-0.1066$, and $-F_{aa}$ lies $0.1887$ below $\mathrm{IP}_a$.

Per class, the energy (m$E_h$), the smallest $D_l$, the smallest bound and the smallest $D_l^F$ are:

| class | $E^{(2)}$ | $D$ | bound | $D^F$ |
|---|---|---|---|---|
| $ijrs$ | −1.0240 | 9.108 | 9.108 | 9.108 |
| $ijr$ | −1.4435 | 8.911 | 8.881 | 8.722 |
| $irs$ | −0.2361 | 5.154 | 5.146 | 4.966 |
| $ij$ | −0.4303 | 8.959 | 8.958 | 8.284 |
| $rs$ | −4.5702 | 1.684 | 1.483 | 1.010 |
| $ir$ | −0.3530 | 4.670 | 4.554 | 4.647 |
| $r$ | −1.7337 | 0.935 | 0.592 | 0.814 |
| $i$ | −0.0038 | 4.373 | 4.327 | 4.309 |

The sum is $E^{(2)}=-0.0097946$ ($-0.267$ eV) and the total energy is $-288.851351$. The bounds follow from the thresholds: $0.30528+0.28662=0.5919$ for $r$, $2(0.30528)+0.87214=1.4827$ for $rs$, $4.24852+0.07871=4.3272$ for $i$. All are positive, so the inequality of section 4 applies; the uncontracted energy is $-0.0098103$, and the contraction loses $0.16\%$ of it. No denominator of either kind is near zero in this atom. The half-filled orbitals $3p_x,3p_y$ show in the label $4p_x4p_y$ of class $rs$, where symmetry leaves $\varphi\propto a_{y\alpha}a_{x\alpha}\Phi$. This keeps the ratio $c_1:c_2$, and $F$ is diagonal, so $D^F=2(0.39821)+2(0.10655)=1.0095$, the entry in the table, whereas Dyall's denominator for this label is at least $2(0.39821)+0.87214=1.6686$.

The label $r=4p_x$ has, together with its symmetry partner $4p_y$, the largest norm in its class, $N_r=1.15575\times10^{-3}\,E_h^2$. Its weights fall on three cation states:

$$0.49369(0.91147)+0.49316(0.97664)+0.01315(0.28662)=0.93539,$$

so $D=0.39821+0.93539=1.33360$ and $-N_r/D=-0.8666$ m$E_h$, against $-0.8724$ m$E_h$ uncontracted. The denominator is nearly twice its bound $0.39821+0.28662=0.68483$, because the lowest ionization has weight $0.013$. The reason is orbital stationarity. The CASSCF gradient for the rotation $4p_x\leftrightarrow3p_x$ is proportional to $\langle E_{rx}\Psi_0|H\Psi_0\rangle$, and its vanishing means $\sum_\sigma\langle a_{x\sigma}\Phi|\varphi_{r\sigma}\rangle=0$. Since $a_{x\beta}\Phi=0$, $\varphi_{r\alpha}$ is orthogonal to the unit vector $u=a_{x\alpha}\Phi$. The vector $\varphi_{r\sigma}$ has three electrons and the symmetry of $p_y$, which admits the configurations $s^2y$, $z^2y$, $x^2y$ and no quartet, so $\varphi_{r\beta}$, which would need $M_S=\frac32$, is zero and the space holds the three states above. If $u$ has weight $p$ on the lowest, $\mathrm{IP}_x\ge0.28662\,p+0.91147(1-p)$, so $1-p\le(0.29525-0.28662)/(0.91147-0.28662)=0.0138$. A unit vector orthogonal to $u$ has weight at most $1-p$ on that state, and the computed $0.01315$ lies below $0.0138$. For this label $D^F=1.33310$ is almost equal to $D$, so the shortfall of section 5 does not appear in every label.

Rotating the degenerate pair $4p_x,4p_y$ by $45^\circ$ leaves the uncontracted energy unchanged to rounding and shifts the contracted one by $7\times10^{-10}$. $\Phi$ has $L_z=0$ and the filled core is invariant under rotation about $z$, so perturbers of classes $r$ and $rs$ go into rotated images of themselves with the same $N_l$ and $D_l$. Classes $i$ and $ij$ carry no virtual index, and in $ijrs$ the denominators depend on $\varepsilon$ alone. This leaves $ijr$, $irs$ and $ir$. Evaluated class by class, the shift comes from $ir$ alone, whose denominators all exceed $4.6$; the energies of $ijr$ and $irs$ are unchanged to rounding.
